# Parabolic growth of a porous immersion deposit, part 2

A plate of metal M dissolves through the pores of a film of metal N, which deposits from the bath on the film's outer face using the electrons M leaves behind. No external source drives the current.

The film has thickness $L$ at time $t$, porosity $\varepsilon$, tortuosity factor $\tau$ and volume $\Omega$ per N atom. M ions (valence $z$, diffusivity $D$) leave with flux $J$ per plate area; N ions (valence $n$) deposit with flux $J_N=\frac{z}{n}J$. The M concentration is $c_s$ at the pore base and $c_b$ in the bath; $c_N$ is that of N ions at the outer face. The elementary charge is one, $kT$ is an energy, and concentrations are numbers per volume, but are divided by 1 mol/L in logarithms and in the $c_s$ formula. Steady pore diffusion with fixed parameters gives

$$J=\frac{\varepsilon D(c_s-c_b)}{\tau L},\qquad
L\frac{dL}{dt}=K=\frac zn\frac{\Omega\varepsilon D(c_s-c_b)}{(1-\varepsilon)\tau},\qquad L^2=2Kt .$$

Fast reactions at both metals pin $c_s$:

$$\mu_M=\mu_M^\circ+kT\ln c_s+z\varphi+z\eta ,$$

$$c_s=c_N^{z/n}\exp\!\left[\frac{z(E_N-E_M)}{kT}\right].$$

Here $\mu_M$ and $\mu_M^\circ$ are the chemical potentials of solid M and of its ion at the reference concentration, $\varphi$ is the solution potential, $\eta$ the electrons' electrochemical potential, $E_M=(\mu_M^\circ-\mu_M)/z$, and $E_N$ its counterpart for N.

A stirred layer of thickness $\delta$ and pore mouths of radius $a$, each replaced by a hemisphere with drop $Ja/(2\varepsilon D)$, add a length $L_0$:

$$L_0=\frac{\varepsilon\delta}{\tau}+\frac{a}{2\tau},\qquad L^2+2L_0L=2Kt .$$

A base reaction with rate constant $k$ per plate area adds the drop $J/k$. The moving pore mouth changes $L^2$ by a fraction $G/6$, where $G=\frac{z}{n}\frac{\Omega\varepsilon c_s}{1-\varepsilon}$.

The model example has $z=1$, $n=2$, $\varepsilon=0.002$, $\tau=2$, $\Omega=0.027$ nm³, $D=10^{-5}$ cm²/s, $c_N=0.25$ mol/L, $E_N-E_M=-0.05$ eV, $c_s=0.092$ mol/L, $c_b=0$, $a=50$ nm, $\delta=50\,000$ nm and $K=750$ nm²/s. Without outer resistances it reaches 949 nm in 600 s at 343 K. Each change is made separately to this film, other settings fixed unless stated.

### When the ions also move in an electric field

Current in the pores is carried by charged M ions. The first half neglected the electric field that accompanies it. To size its effect, take $z=1$ and an inert salt of singly charged ions at bath concentration $c_0$. Set $c_b=0$ and neglect outer resistances. Let $y$ run from the mouth into a straight pore, and let $\phi$ be the electric potential energy of a unit charge divided by $kT$, with $\phi=0$ at the mouth. Tortuosity multiplies the fluxes with and without a field by the same factor, so it cancels from their ratio.

For M ions with outward flux $j$ per pore area, diffusion and drift give

$$\frac jD=c_M'+c_M\phi',$$

where a prime denotes $d/dy$. The inert cations B and anions A have no source at either metal, so in the steady state their fluxes vanish:

$$0=c_B'+c_B\phi',\qquad 0=c_A'-c_A\phi'.$$

Their solutions are $c_B=c_0e^{-\phi}$ and $c_A=c_0e^{\phi}$. Charge neutrality requires $c_M+c_B=c_A$. Adding the three flux equations therefore gives

$$\frac jD=(c_M+c_B+c_A)'+(c_M+c_B-c_A)\phi'=2c_A' .$$

The second bracket vanishes and the first equals $2c_A$. Since $j$ is the same at every section, integration over the pore gives

$$j=\frac{2Dc_0(e^{\phi_b}-1)}{L},$$

with $\phi_b$ the value at the base.

The raised solution potential there changes the dissolution equilibrium. The metal has one electron potential throughout. In the condition $\mu_M=\mu_M^\circ+kT\ln c+z\varphi+z\eta$, raising the electrical energy by $kT\phi_b$ must be balanced by lowering $\ln c$ by $\phi_b$. The base concentration is thus $c_se^{-\phi_b}$. Neutrality at the base becomes

$$c_se^{-\phi_b}+c_0e^{-\phi_b}=c_0e^{\phi_b}
\quad\Longrightarrow\quad e^{2\phi_b}=1+r,\qquad r=\frac{c_s}{c_0}.$$

Divide $j$ by the field-free flux $Dc_s/L$ to obtain the factor on $K$:

$$f=\frac{2(\sqrt{1+r}-1)}{r}.$$

It contains no $L$, so growth remains parabolic in this model. For small $r$, $\sqrt{1+r}\approx1+r/2-r^2/8$ and $f\approx1-r/4$. Two opposing effects meet here. At fixed base concentration, neutrality gives $\phi_b\approx r/2$, and drift raises the flux by the fraction $r/4$. The lowered equilibrium concentration reduces it by $r/2$. For large $r$, $f\approx2/\sqrt r$. This strong slowing needs a $c_s$ far above the concentration of all inert ions. Removing the added salt does not ensure it, because the N ions and their anions, left out of this formula, remain in the bath.

For $c_0=1$ mol/L, $f=0.978$ and the 600 s thickness is 938 nm. Numerical integration of the ion-flux equations tested the formula at $r=0.092$ and $r=2$. Including the doubly charged N ions and their balancing anions numerically brings the factor to 0.987, closer to one because more inert charge shares the field.

The N ions also bear on the assumption of constant porosity. With zero flux in the pore their concentration varies as $e^{-n\phi}$. The change in $kT\ln c_N$ then cancels the change $nkT\phi$ in electrical energy, so N is in equilibrium with the metal all along the pore. In this reversible limit nothing drives deposition on the pore walls. Finite reaction rates require a departure from equilibrium at the outer face, and the same metal potential can then favour deposition inside the pores.

### Where does the dissolved metal come from?

Every N atom deposited needs $n/z$ atoms of M to dissolve. The film contains $(1-\varepsilon)L/\Omega$ atoms of N per area. If $\Omega_M$ is the volume per M atom, the mean recession of the substrate is

$$g=sL,\qquad s=\frac nz(1-\varepsilon)\frac{\Omega_M}{\Omega}.$$

With $\Omega_M=0.012$ nm³, $s=0.887$ and $g=842$ nm after 600 s. This is nearly the film thickness, so the place of attack matters.

The basic law assumes that attack spreads sideways under the film while some contact is kept for electrons. Take the removed volume to be a liquid gap of height $g$. Give each pore a circular cell of radius $b=a/\sqrt\varepsilon$, so that its mouth occupies the fraction $\varepsilon$. Assume also that dissolution is uniform. This is a separate assumption: if $c_s$ were pinned over the whole metal surface, attack would be strongest opposite the pores, most sharply while the gap is thin. With uniform dissolution, the ions produced beyond radius $r$ must flow inward through the gap:

$$2\pi r gD\frac{dc}{dr}=\pi(b^2-r^2)J .$$

Divide by $2\pi rgD$ and integrate from $a$ to $b$. The lateral drop is

$$\Delta c_{\rm gap}=\frac{J}{2gD}\left[b^2\ln\frac ba-\frac{b^2-a^2}{2}\right].$$

Here $b=1118$ nm and the bracket is $3.26\times10^6$ nm². Relative to the pore drop $J\tau L/(\varepsilon D)$, it is

$$\frac{\varepsilon}{\tau}\,\frac{3.26\times10^6}{2\times842\times949}=0.0020 .$$

A finite-volume calculation of radial diffusion tested the lateral formula. The formula takes the concentration as uniform across the height of the gap, which requires a gap thin compared with the pore radius. In the 842 nm gap the ions must also converge on the inner mouth of each pore. The hemisphere estimate used for the outer mouth gives this step a drop of $Ja/(2\varepsilon D)$, about 1.3% of the pore drop. That is more than the lateral part, and it is an underestimate because the inner mouth is flat. With the concentration varying in both radius and height, the whole drop in the gap is about 2.1% of the pore drop, which is still small. Since $g$ is proportional to $L$, the lateral ratio varies as $1/L^2$. If dissolution is uniform from the start, the formula reaches one near $L=43$ nm. The gap there is 38 nm, not thin against the pore radius; with the convergence on the mouth included, gap and pore drops become equal near 47 nm. Below this the pores no longer dominate. If the film settles onto the receding metal, the gap is thinner than $g$. At $L=949$ nm, a gap of about 1.7 nm would make the two drops equal, provided that dissolution stayed uniform and ordinary diffusion still applied in it.

Now take the opposite limit: attack stays directly below the pores and makes straight pits of the same cross-section. The volume $sL$ per plate area comes from the area fraction $\varepsilon$, so the pit depth is $d=sL/\varepsilon$. This requires pit walls that do not dissolve. Walls that dissolved as readily as the bottom would widen the pit into a cavity; a hemispherical one would add a drop only of the order of the mouth drop $Ja/(2\varepsilon D)$: about 1.1 times it for a cavity of radius $2a$, rising to about 1.6 times it for a cavity much wider than the pore, some 2% of the pore drop at 949 nm. For inert walls and $c_s$ held at the pit bottom, the pit adds a drop $Jd/(\varepsilon D)$. The total is

$$\frac{J}{\varepsilon D}\left(\tau L+\frac{sL}{\varepsilon}\right)
=\frac{J\tau L}{\varepsilon D}\left(1+\frac{s}{\varepsilon\tau}\right).$$

Both path lengths are proportional to $L$. Growth is again parabolic, but $K$ is divided by

$$1+\frac{0.887}{0.002\times2}=223 .$$

The thickness at 600 s drops to $949/\sqrt{223}=64$ nm, and the pits are 28 200 nm deep. Separate integration of film thickness and pit depth tested this result. A parabola by itself cannot distinguish the two modes of attack; a cross-section of the substrate can.

### Pores that close as the film grows

Let each new layer be less porous than the one below, with local porosity $\varepsilon e^{-x/\ell}$ at height $x$. Older layers keep their pores. The resistance is then a sum over layers:

$$\frac{\tau}{D\varepsilon}\int_0^L e^{x/\ell}dx
=\frac{\tau\ell}{D\varepsilon}\left(e^{L/\ell}-1\right).$$

For small porosity the changing solid fraction can be neglected. The effective length $\ell(e^{L/\ell}-1)$ replaces $L$ in the growth equation:

$$\ell\left(e^{L/\ell}-1\right)\frac{dL}{dt}=K,
\qquad
\ell^2\left(e^{L/\ell}-1\right)-\ell L=Kt .$$

For $L\ll\ell$, expansion of the exponential gives $L^2/2+L^3/(6\ell)\approx Kt$. The first term is the parabola and the second slows it. For $L\gg\ell$ the exponential dominates and $L\approx\ell\ln(Kt/\ell^2)$, so thickness rises logarithmically.

If porosity halves every 1000 nm, $\ell=1000/\ln2=1443$ nm. The film reaches 855 nm in 600 s, 10% below the constant-porosity result. A calculation that accumulated resistance layer by layer tested the formula.

### Changes in the bath

Deposition also lowers $c_N$ at the outer face. With the same diffusivity for N ions, the drop across the stirred layer is $J_N\delta/D=0.0024$ mol/L at the parabolic flux, 1% of the bath value. Since $c_s$ varies as $\sqrt{c_N}$ here, it falls by about 0.5%. The drop is larger for thinner films, whose flux is higher.

Dissolved M collects in the bath. For 10 m² of plate per m³ of solution, the 949 nm film raises $c_b$ by 0.0012 mol/L. This is 1.3% of $c_s$ and reduces the driving difference by that fraction. A bath used repeatedly accumulates more unless M is removed.

Temperature enters through both $D$ and $c_s$. Let $D$ vary as $e^{-E_D/kT}$ with $E_D=0.20$ eV, and hold $E_N-E_M$ fixed. Then

$$L\propto\sqrt{Dc_s}\propto
\exp\left[-\frac{E_D-z(E_N-E_M)}{2kT}\right].$$

The energy in the numerator is $0.20+0.05=0.25$ eV. Cooling by 5 K reduces the 600 s thickness to 891 nm, or by 6%.

### Beside an industrial finish

The example is set near the regime of immersion tin finishes on copper circuit boards: roughly a micrometre in some ten minutes near 340 K. In such baths a complexing agent binds copper ions and makes displacement by tin possible. The model neglects the consumption of this agent at the pore base, which lowers $c_s$ noticeably unless the free agent is in large excess. The valences $z=1$ and $n=2$ represent copper(I) and tin(II). The porosity, base concentration and other parameters are round model values, and their combination was chosen to give a thickness in this range. The agreement is therefore no evidence for the mechanism. A wholly liquid gap of 842 nm is an idealization far from what an adherent finish should have. Real films can also change their porosity as they grow; the closing law above moves the example from 949 to 855 nm. Attack confined to straight pits with inert walls would matter far more, moving it to 64 nm.

Thickness measurements can separate a fixed added resistance from that of the pores if $K$ and $L_0$ stay constant. Divide $L^2+2L_0L=2Kt$ by $2KL$:

$$\frac tL=\frac{L}{2K}+\frac{L_0}{K}.$$

A plot of $t/L$ against $L$ is then a straight line. Its slope gives $K$, and its intercept then gives $L_0$. A reaction at the pore base with constant $k$ would add the length $\varepsilon D/(\tau k)$ to $L_0$, so the intercept alone cannot tell it from the outer resistances. Upward curvature is what closing pores would produce. The slope alone does not determine $\varepsilon$, $\tau$ and $c_s$, which enter $K$ together. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Valence z of M: 1
Valence n of N: 2
Temperature: 343 K
Thermal energy kT: 0.02956 eV
Formal potential energy, N minus M: -0.05 eV
N ions in bath: 0.25 mol/L
M ions in bath at start: 0 mol/L
Diffusivity D: 1e-05 cm2/s
Porosity: 0.002
Tortuosity factor: 2
Tortuosity factor from finite elements: 2
Volume per N atom: 0.027 nm3
Volume per M atom: 0.012 nm3
Pinned M concentration c_s: 0.09211 mol/L
c_s with fast electrodes: 0.09211 mol/L
Base concentration with slow electrodes: 0.02135 mol/L
Volume per N atom times c_s: 0.001498
Growth constant K: 750.3 nm2/s
Parabolic thickness at 150 s: 474.5 nm
Parabolic thickness at 600 s: 948.9 nm
Parabolic thickness at 2400 s: 1898 nm
Main thickness at 600 s, converted: 9489 angstrom
Faraday-law thickness at 600 s: 948.9 nm
Current density at 600 s: 0.9366 mA/cm2
Mean substrate recession at 600 s: 841.8 nm
Moving-pore parameter G: 1.501e-06
Quasi-steady fractional error in L squared: 2.501e-07
Test G=0.3: moving-pore slope / 2G: 1.053
Stirred-layer thickness: 5e+04 nm
Pore-mouth radius: 50 nm
Added length from stirred layer: 50 nm
Added length from pore mouths: 12.5 nm
Thickness with both added resistances: 888.5 nm
Local growth exponent with them: 0.5329
Inert salt: 1 mol/L
Migration factor on K: 0.978
Migration factor with N ions included: 0.9871
Thickness with migration: 938.4 nm
Depth over which porosity halves: 1000 nm
Thickness with closing pores: 855.3 nm
Confined-pit divisor of K: 222.8
Thickness with confined pits: 63.57 nm
Confined pit depth: 2.82e+04 nm
Lateral gap drop / pore drop: 0.002041
N-ion drop across stirred layer: 0.002427 mol/L
Bath loading: 10 m2/m3
M-ion rise in bath: 0.001165 mol/L
Activation energy of D: 0.2 eV
Thickness at 5 K lower temperature: 891.4 nm
Rate constant equal to pore conductance: 0.0001054 cm/s
```
